Quantum capacitance of one two-dimensional parabolic subband and its limits

**1. Result**

Electrons of sheet density n occupy one two-dimensional parabolic subband with edge E1. They are in equilibrium at temperature T and electrochemical potential μ. The quantum capacitance per unit area is

C_Q = e² g / [1 + exp(−(μ − E1)/kT)] = e² g [1 − exp(−n/(g kT))],

where e > 0 is the elementary charge, k in the product kT is Boltzmann's constant, and g is the density of states per unit area and energy:

g = g_v m_d/(πħ²), m_d = √(m1 m2).

Here m1 and m2 are the principal effective masses in the plane and g_v is the number of equivalent valleys. The factor 2 for spin is contained in g. The two limits are

degenerate, n ≫ g kT: C_Q → e² g,

nondegenerate, n ≪ g kT: C_Q → e² n/kT.

The first is fixed by the band structure. The second, at given n and T, contains neither the mass nor the valley number.

**2. What the quantum capacitance measures**

Let φ be the electrostatic potential at the electron sheet. An electron has charge −e, so a rise of φ lowers its energy. We assume that the subband edge follows rigidly,

E1 = const − eφ,

which means that the confined wave function keeps its shape. A contact holds μ fixed. Then

d(μ − E1) = e dφ.

The sheet charge per area is Q = −en. Raising φ draws electrons in and makes Q more negative, so a positive capacitance needs a minus sign:

C_Q = −dQ/dφ = e dn/dφ = e² ∂n/∂(μ − E1), at fixed T.

One factor e comes from the charge and the other from converting potential to energy. What remains is to find n as a function of μ − E1.

**3. Density of states**

Take a square of area A = L² with periodic boundary conditions. The allowed wave vectors have components that are integer multiples of 2π/L, so each k-point occupies the area (2π)²/A in k-space. Measured from the subband edge, the energy is

ε = ħ²k1²/(2m1) + ħ²k2²/(2m2).

The states with energy below ε fill an ellipse with semi-axes √(2m1 ε)/ħ and √(2m2 ε)/ħ. Its area is π times their product:

π · 2ε √(m1 m2)/ħ² = 2π m_d ε/ħ².

For a large square, the number of states is this area divided by the area per k-point, times 2 for spin and g_v for valleys:

N(ε) = 2 g_v · [A/(4π²)] · 2π m_d ε/ħ² = A g_v m_d ε/(πħ²).

Differentiating by ε and dividing by A gives g = g_v m_d/(πħ²). The count grows linearly with energy, so the density of states is constant above the edge. Equivalent valleys may have differently oriented ellipses; the area depends on the product m1 m2 alone, so each valley contributes equally.

**4. Electron density**

Each state is filled with the Fermi probability. With the abbreviation

η = (μ − E1)/kT,

the density is

n = g ∫₀^∞ dε / [1 + exp(ε/kT − η)].

Substitute x = ε/kT, so that dε = kT dx:

n = g kT ∫₀^∞ dx / [1 + exp(x − η)].

Multiply numerator and denominator of the integrand by exp(η − x):

1/[1 + exp(x − η)] = exp(η − x)/[1 + exp(η − x)] = −(d/dx) ln[1 + exp(η − x)].

The last equality holds because the derivative of exp(η − x) with respect to x is −exp(η − x). The integral is therefore the value of the logarithm at x = 0 minus its value at infinity, and the latter is ln 1 = 0. Hence

n = g kT ln(1 + exp η).

**5. Differentiation**

At fixed T, d(μ − E1) = kT dη. Therefore

∂n/∂(μ − E1) = (1/kT) dn/dη = g exp η/(1 + exp η) = g/[1 + exp(−η)],

and multiplication by e² gives

C_Q = e² g/[1 + exp(−η)].

The factor multiplying e² g is the Fermi occupation of a state at the subband edge. There is a direct reason for this. When E1 moves down by a small energy δ at fixed μ, the states above the old edge are as dense and as full as before, because g is constant. What is new is a strip of g δ states at the bottom, and these are filled with the occupation found at the edge.

**6. The same result in terms of density**

If the density is given instead of the electrochemical potential, C_Q can be written in terms of n. Define

ν = n/(g kT) = ln(1 + exp η).

Then exp(−ν) = 1/(1 + exp η), and

1 − exp(−ν) = exp η/(1 + exp η) = 1/[1 + exp(−η)].

This is the edge occupation again, so

C_Q = e² g [1 − exp(−ν)].

Solving the definition of ν for η also gives the position of the electrochemical potential:

μ − E1 = kT ln(exp ν − 1).

**7. Degenerate limit**

Let μ lie many kT above the edge, so that exp(−η) is small. Expanding 1/(1 + y) = 1 − y + … with y = exp(−η) gives

C_Q/(e² g) = 1 − exp(−η) + … .

The correction is exponentially small. States at the bottom of the subband are full, and a further lowering of the edge adds g electrons per unit energy and area. The density in this limit follows from

ν = ln[exp η (1 + exp(−η))] = η + ln[1 + exp(−η)] → η,

that is, n → g(μ − E1), whose slope is g, as it must be.

**8. Nondegenerate limit**

Let μ lie many kT below the edge, so that exp η is small. Then ln(1 + exp η) ≈ exp η and

n ≈ g kT exp η, C_Q ≈ e² g exp η = e² n/kT.

The leading error follows from the form in ν. With exp(−ν) = 1 − ν + ν²/2 − …,

C_Q/(e² n/kT) = [1 − exp(−ν)]/ν = 1 − ν/2 + … .

The mass and valley number cancel because the density is proportional to exp((μ − E1)/kT): its derivative is n/kT whatever the prefactor. They still determine where the limit applies, since the condition is n ≪ g kT.

**9. Between the limits**

For ν > 0 the function 1 − exp(−ν) is smaller than 1. It is also smaller than ν, because the difference ν − 1 + exp(−ν) is zero at ν = 0 and has the positive slope 1 − exp(−ν). Therefore, for this subband,

C_Q < e² g and C_Q < e² n/kT.

Each limiting expression overestimates C_Q. The two expressions are equal at ν = 1, that is at n = g kT, and there C_Q is the fraction 1 − exp(−1) ≈ 0.632 of either. Using the smaller of the two as an estimate is thus poor near the crossing.

To state how far each limit can be trusted, require that it exceed C_Q by no more than 1% of its own value. For the degenerate limit this means exp(−ν) ≤ 0.01, or ν ≥ ln 100 ≈ 4.605. For the nondegenerate limit it means [1 − exp(−ν)]/ν ≥ 0.99, or ν ≤ 0.0201. The transition covers more than two decades in density, and the nondegenerate side is approached slowly because its error is linear in ν.

The effect of temperature depends on what is held fixed. At fixed n, cooling raises ν and hence C_Q. At fixed μ − E1, cooling raises C_Q if μ is above the edge and lowers it if μ is below; at μ = E1 the value is e² g/2 at any nonzero temperature.

**10. Place in the gate capacitance**

Let a gate face the sheet across an insulator of thickness t and permittivity ε_ins. Treat the electrons as a thin sheet, let all their field lines end on this gate, and let no other charge vary. Let φ_G be the potential at the gate surface. By Gauss's law the field in the insulator is en/ε_ins, pointing from gate to sheet, so

φ_G − φ = en t/ε_ins = en/C_ins, C_ins = ε_ins/t.

The gate voltage V_G is measured from the channel contact, which fixes μ. Then φ_G = V_G + const, and the rigid shift gives φ = (μ − E1)/e + const. Collecting the constants in V_0,

V_G − V_0 = (μ − E1)/e + en/C_ins.

Differentiate with respect to the charge en:

dV_G/d(en) = (1/e²) ∂(μ − E1)/∂n + 1/C_ins.

The first term on the right is 1/C_Q. With C_G = e dn/dV_G for the total gate capacitance,

1/C_G = 1/C_Q + 1/C_ins.

The smaller capacitance dominates. The part of a small gate-voltage step that moves the subband edge is

C_G/C_Q = C_ins/(C_ins + C_Q) = 1 − C_G/C_ins,

and the remainder, C_G/C_ins, drops across the insulator. At low density C_Q ≪ C_ins, so nearly the whole step moves the edge. In the opposite case, C_Q ≫ C_ins, the gate capacitance approaches C_ins.

**11. Worked example**

The parameters are round model values. A light band has m1 = m2 = 0.05 m0, with m0 the free-electron mass, and g_v = 1. The insulator is 2.5 nm thick with relative permittivity 10, which gives C_ins = 3.542 µF/cm².

For the light band g = 2.089 × 10¹³ /(eV cm²) and e² g = 3.346 µF/cm². At 300 K, kT = 0.02585 eV and

g kT = 2.089 × 10¹³ × 0.02585 = 5.400 × 10¹¹ cm⁻².

Take n = 10¹² cm⁻². Then

ν = 10¹²/(5.400 × 10¹¹) = 1.852,

C_Q = 3.346 × [1 − exp(−1.852)] = 3.346 × 0.8431 = 2.821 µF/cm²,

μ − E1 = 25.85 meV × ln[exp(1.852) − 1] = 43.5 meV,

C_G = 3.542 × 2.821/(3.542 + 2.821) = 1.570 µF/cm².

The main result in SI units is C_Q = 0.0282 F/m². The degenerate expression, 3.346 µF/cm², is too large by 19% of the true model value. The nondegenerate one, 6.20 µF/cm², is too large by a factor of 2.2. Neither limit serves here, although μ is already above the edge. The gate capacitance is 44% of C_ins, so 56% of a small gate-voltage step goes into moving the subband edge.

At n = 10¹⁰ cm⁻² the same band has ν = 0.0185. The nondegenerate expression gives 0.0620 µF/cm² against C_Q = 0.0614 µF/cm²; the difference of about 0.9% agrees with ν/2. Here C_G = 0.0604 µF/cm², close to C_Q and only 1.7% of C_ins.

At n = 3 × 10¹² cm⁻², ν = 5.556 and C_Q = 3.33 µF/cm², which is 99.6% of e² g. More electrons can hardly raise it further. In this one-subband model the gate capacitance of the light band therefore stays below the fraction

e² g/(e² g + C_ins) = 3.346/(3.346 + 3.542) = 0.486

of C_ins, however large the density. The bound belongs to the model: it rests on the parabolic band and on independent electrons as well as on the single subband, and a real channel need not obey it (Section 12).

Cooling the channel to 77 K at n = 10¹² cm⁻² reduces g kT to 1.386 × 10¹¹ cm⁻² and raises ν to 7.22. The quantum capacitance rises from 2.821 to 3.344 µF/cm², or by 19%. The gate capacitance rises from 1.570 to 1.720 µF/cm², or by about 10%; the change is diluted by the constant term 1/C_ins.

Now compare a heavy band with m1 = 0.1 m0, m2 = 0.4 m0 and g_v = 2. Its m_d is √(0.1 × 0.4) m0 = 0.2 m0, so g is larger by the factor (0.2/0.05) × 2 = 8, and e² g = 26.77 µF/cm². At 300 K and n = 3 × 10¹² cm⁻², however, C_Q is 13.40 µF/cm², four times the value for the light band rather than eight. The larger g lowers ν to 0.6945, and the edge occupation is 0.50 instead of 0.996. This density happens to place μ within 0.1 meV of the edge. The gate capacitance increases from 1.717 to 2.801 µF/cm², a factor of 1.63, and reaches 79% of C_ins.

The formulas for n, C_Q and C_G agree to within one part in 10⁵ with explicit sums of Fermi occupations over the k-points of a large periodic square. In that comparison C_Q was obtained from finite differences of the summed density, and C_G from solutions of the charge balance at neighbouring gate voltages. The values for all cases are in the numerical output.

**12. Where the result changes**

*A layer of finite thickness.* In a layer of finite thickness the potential varies across the electrons, and this variation grows as the channel fills. The wave function may also change shape. The edge then no longer follows the potential at the insulator interface rigidly, even if the shape stays fixed. Let φ_s be the potential at the insulator interface and let E1 = const − eφ_s + ε1(n), where ε1 is the confinement energy measured from the band edge at the interface. Then

φ_s = (μ − E1)/e + ε1(n)/e + const.

Using φ_s in place of φ in the gate relation and differentiating by en gives

1/C_G = 1/C_ins + 1/C_Q + (1/e²) dε1/dn.

If the confinement energy rises with density, the extra term lowers the gate capacitance. The term is not small for the parameters of the example. For a narrow hard-walled well of width W and permittivity ε_s next to the insulator it is roughly 0.4 W/ε_s; with W = 5 nm and relative permittivity 12 this is about 0.65/C_ins, which lowers C_G of the light band at n = 10¹² cm⁻² from 1.57 to about 1.22 µF/cm². The gate capacitances of Section 11 are thin-sheet values. C_Q itself, understood as e² ∂n/∂(μ − E1), keeps the formula derived above.

*More than one subband.* If several subbands are occupied and their edges shift together, their densities add, and so do their derivatives:

C_Q = e² Σ_i g_i/[1 + exp(−(μ − E_i)/kT)].

The value e² g of the lowest subband is then no longer an upper bound. The one-subband formula requires that the term of the next subband, g2 times the occupation at E2, be small compared with g1 times the occupation at E1. For comparable g this means that E2 lies several kT above both μ and E1; when g2 is larger than g1, a further distance of about kT ln(g2/g1) is needed. A small share of the electrons is not a sufficient test: with g2 = 8 g1, μ 5.5 kT above E1 and E2 3 kT above μ, the upper subband holds only 7% as many electrons as the lower, yet it raises C_Q by 38%. When μ is below E1, distance from μ alone is not enough, because the ratio of the two densities then approaches (g2/g1) exp(−(E2 − E1)/kT). The nondegenerate expression e² n/kT is an exception: with n the total density, it holds for any spacing as long as μ lies several kT below E1.

*A band that is not parabolic.* The constant density of states came from the parabolic energy. In the light band at n = 3 × 10¹² cm⁻², μ lies 144 meV above the edge. For a real material one must check that the band is still parabolic over such an energy range; if g varies with energy, C_Q is no longer e² g times the edge occupation. With the dispersion ε(1 + αε) = ħ²k²/(2m), g grows by the factor 1 + 2αε; for α = 0.6 eV⁻¹ the light band at this density has C_Q near 3.9 µF/cm² and C_G near 0.52 C_ins, above the parabolic bound of 0.486.

*Interactions and small channels.* The electrons were treated as independent particles in a mean electrostatic potential. Exchange and correlation make the subband energy depend on density in a further way and so alter the measured capacitance. Exchange lowers the energy as the density grows and thus raises C_G; a first-order estimate for the 300 K cases of Section 11 at 10¹² cm⁻² and above gives a change of order ten per cent. The continuous count of states also requires a channel large enough that its level spacing is not resolved; in a very small channel the charge responds in steps instead.

Numbers as computed

```
Light band: m1 = m2 = 0.05 m0, valleys = 1
Heavy band: m1 = 0.1 m0, m2 = 0.4 m0, valleys = 2
Insulator thickness = 2.5 nm, rel. permittivity = 10
C_ins = 3.542 uF/cm^2
kT at 300 K = 25.85 meV, at 77 K = 6.635 meV
g light = 2.089e+13 1/(eV cm^2)
e^2 g light = 3.346 uF/cm^2
g kT light, 300 K = 5.400e+11 1/cm^2
g heavy = 1.671e+14 1/(eV cm^2)
e^2 g heavy = 26.771 uF/cm^2
g kT heavy, 300 K = 4.320e+12 1/cm^2
g kT light, 77 K = 1.386e+11 1/cm^2
1% error, nondegenerate limit: n/(g kT) = 0.0201
  light, 300 K: n = 1.087e+10 1/cm^2
1% error, degenerate limit: n/(g kT) = 4.605
  light, 300 K: n = 2.487e+12 1/cm^2
Case A light: T = 300 K, n = 1.000e+10 1/cm^2
  n/(g kT) = 0.0185, mu-E1 = -102.88 meV
  C_Q = 0.0614 uF/cm^2, C_Q/(e^2 g) = 0.0183
  e^2 n/kT = 0.0620 uF/cm^2
  C_G = 0.0604 uF/cm^2, C_G/C_ins = 0.0170
Case B light, n = g kT: T = 300 K, n = 5.400e+11 1/cm^2
  n/(g kT) = 1.0000, mu-E1 = 13.99 meV
  C_Q = 2.1153 uF/cm^2, C_Q/(e^2 g) = 0.6321
  e^2 n/kT = 3.3464 uF/cm^2
  C_G = 1.3243 uF/cm^2, C_G/C_ins = 0.3739
Case C light: T = 300 K, n = 1.000e+12 1/cm^2
  n/(g kT) = 1.8520, mu-E1 = 43.46 meV
  C_Q = 2.8213 uF/cm^2, C_Q/(e^2 g) = 0.8431
  e^2 n/kT = 6.1975 uF/cm^2
  C_G = 1.5703 uF/cm^2, C_G/C_ins = 0.4434
Case D light: T = 300 K, n = 3.000e+12 1/cm^2
  n/(g kT) = 5.5560, mu-E1 = 143.53 meV
  C_Q = 3.3335 uF/cm^2, C_Q/(e^2 g) = 0.9961
  e^2 n/kT = 18.5925 uF/cm^2
  C_G = 1.7172 uF/cm^2, C_G/C_ins = 0.4849
Case E light, cold: T = 77 K, n = 1.000e+12 1/cm^2
  n/(g kT) = 7.2155, mu-E1 = 47.87 meV
  C_Q = 3.3439 uF/cm^2, C_Q/(e^2 g) = 0.9993
  e^2 n/kT = 24.1461 uF/cm^2
  C_G = 1.7200 uF/cm^2, C_G/C_ins = 0.4856
Case F heavy: T = 300 K, n = 3.000e+12 1/cm^2
  n/(g kT) = 0.6945, mu-E1 = 0.07 meV
  C_Q = 13.4036 uF/cm^2, C_Q/(e^2 g) = 0.5007
  e^2 n/kT = 18.5925 uF/cm^2
  C_G = 2.8014 uF/cm^2, C_G/C_ins = 0.7910
```
